# A one-projector ultrasoft hydrogen pseudopotential and its 2s error: a numerical check

```python
# One-projector ultrasoft pseudopotential for the s states of hydrogen.
# Result under test: with chi = (e1 - T - Vloc) phi, B = <phi|chi>,
# beta = chi/B, q = int(u^2 - phi^2), D = B + e1*q, the problem
# (T + Vloc + |beta>D<beta|) f = e (1 + |beta>q<beta|) f has the exact 1s
# level and the exact energy slope of the logarithmic derivative there.
# The error of the 2s level is then computed in two independent ways.
# u: true 1s radial function (r times R), phi: smooth 1s radial function,
# Vloc = -erf(r/a)/r, rc: core radius, D0: descreened strength.
# Internal units: length a_B (Bohr radius), energy E_h (hartree).
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import Legendre
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf, erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_PM = physical_constants["Bohr radius"][0] * 1e12
E1, E2 = -0.5, -0.125


def make_grid(edges, order=24):
    """Gauss-Lobatto spectral elements; functions vanish at both ends."""
    leg = Legendre.basis(order)
    x = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
    p = leg(x)
    w = 2 / (order * (order + 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    der = p[:, None] / p[None, :] / gap
    np.fill_diagonal(der, 0.0)
    der[0, 0] = -order * (order + 1) / 4
    der[-1, -1] = order * (order + 1) / 4
    size = order * (len(edges) - 1) + 1
    r, weight, kin = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for i in range(len(edges) - 1):
        h = edges[i + 1] - edges[i]
        s = slice(i * order, (i + 1) * order + 1)
        r[s] = edges[i] + h * (x + 1) / 2
        weight[s] += w * h / 2
        kin[s, s] += 0.5 * (der.T * w) @ der * 2 / h
    return r[1:-1], weight[1:-1], kin[1:-1, 1:-1]


def u_true(r):
    return 2 * r * np.exp(-r)


def v_local(r, a):
    r = np.maximum(r, 1e-12)
    return -erf(r / a) / r


class Ultrasoft:
    def __init__(self, rc, a):
        self.rc, self.a = rc, a
        match = np.array([[rc, rc**3, rc**5],
                          [1, 3 * rc**2, 5 * rc**4],
                          [0, 6 * rc, 20 * rc**3]])
        target = 2 * np.exp(-rc) * np.array([rc, 1 - rc, rc - 2])
        self.c = np.linalg.solve(match, target)
        self.r, self.w, self.kin = make_grid([0, rc, 4, 9, 18, 32, 50])
        self.phi = np.where(self.r < rc, self.phi_in(self.r), u_true(self.r))
        tail = -erfc(self.r / a) / self.r * u_true(self.r)
        self.chi = np.where(self.r < rc, self.chi_in(self.r), tail)
        self.B = np.sum(self.w * self.phi * self.chi)
        self.beta = self.chi / self.B
        self.Q = u_true(self.r)**2 - self.phi**2
        self.q = np.sum(self.w * self.Q)
        self.D = self.B + E1 * self.q
        self.vloc = v_local(self.r, a)
        self.D0 = self.D - np.sum(self.w * self.vloc * self.Q)

    def phi_in(self, r):
        return self.c[0] * r + self.c[1] * r**3 + self.c[2] * r**5

    def dphi_in(self, r):
        return self.c[0] + 3 * self.c[1] * r**2 + 5 * self.c[2] * r**4

    def chi_in(self, r):
        second = 6 * self.c[1] * r + 20 * self.c[2] * r**3
        return (E1 - v_local(r, self.a)) * self.phi_in(r) + second / 2

    def solve(self, D, q, probe=0.0):
        b = self.w * self.beta
        ham = self.kin + np.diag(self.w * (self.vloc + probe))
        ham = ham + D * np.outer(b, b)
        return eigh(ham, np.diag(self.w) + q * np.outer(b, b))

    def inner(self, energy, D, q):
        """Value and slope at rc of the regular inner solution."""
        def rhs(r, y):
            k = 2 * (v_local(r, self.a) - energy)
            beta = self.chi_in(r) / self.B
            return [y[1], k * y[0], y[3], k * y[2] + 2 * beta,
                    beta * y[0], beta * y[2]]
        y = solve_ivp(rhs, (0, self.rc), [0, 1, 0, 0, 0, 0],
                      method="DOP853", rtol=1e-11, atol=1e-13).y[:, -1]
        strength = D - energy * q
        den = 1 - strength * y[5]
        return (den * y[0] + strength * y[4] * y[2],
                den * y[1] + strength * y[4] * y[3])


def coulomb(energy, r, regular):
    """Value and slope of the regular or the decaying Coulomb solution."""
    nu = 1 / np.sqrt(-2 * energy)
    z, s = 2 * r / nu, 1 - nu
    if regular:
        f, df = mp.hyp1f1(s, 2, z), s / 2 * mp.hyp1f1(s + 1, 3, z)
    else:
        f, df = mp.hyperu(s, 2, z), -s * mp.hyperu(s + 1, 3, z)
    damp = np.exp(-z / 2)
    return (float(damp * z * f),
            float(2 / nu * damp * (f * (1 - z / 2) + z * df)))


rc, a = 1.5, 0.375
ps = Ultrasoft(rc, a)

# Control of the grid with the true Coulomb potential
true_levels = eigh(ps.kin - np.diag(ps.w / ps.r), np.diag(ps.w),
                   eigvals_only=True)[:2]
assert np.allclose(true_levels, [E1, E2], atol=1e-8)

# 1s level and 1s function from the generalized eigenproblem
levels, vectors = ps.solve(ps.D, ps.q)
ground = vectors[:, 0] * np.sign(np.sum(vectors[:, 0] * ps.w * ps.phi))
function_error = np.max(np.abs(ground - ps.phi))
assert abs(levels[0] - E1) < 1e-8
assert function_error < 1e-6
error_2s = levels[1] - E2

# Descreened strength from direct energy integrals
kin_phi = 0.5 * (quad(lambda r: ps.dphi_in(r)**2, 0, rc)[0]
                 + quad(lambda r: (2 * (1 - r) * np.exp(-r))**2, rc, 50)[0])
local_u = quad(lambda r: v_local(r, a) * u_true(r)**2, 0, 50,
               points=[0.5, 1.5, 5, 12], limit=200)[0]
D0_direct = E1 - local_u - kin_phi
assert abs(D0_direct - ps.D0) < 1e-7

# First-order response to a Gaussian probe: tests the descreening rule
probe = np.exp(-ps.r**2)
step = 1e-3
shifted = []
for lam in (step, -step):
    D_lam = ps.D0 + np.sum(ps.w * (ps.vloc + lam * probe) * ps.Q)
    shifted.append(ps.solve(D_lam, ps.q, lam * probe)[0][0])
response = (shifted[0] - shifted[1]) / (2 * step)
response_true = quad(lambda r: np.exp(-r * r) * u_true(r)**2, 0, 12)[0]
response_frozen = np.sum(ps.w * probe * ps.phi**2)
assert abs(response - response_true) < 3e-6

# Logarithmic derivative at rc and its energy slope at the 1s level


def log_ps(energy, D, q):
    value, slope = ps.inner(energy, D, q)
    return slope / value


def log_true(energy):
    value, slope = coulomb(energy, rc, True)
    return slope / value


h = 1e-3
slope_true = (log_true(E1 + h) - log_true(E1 - h)) / (2 * h)
slope_us = (log_ps(E1 + h, ps.D, ps.q) - log_ps(E1 - h, ps.D, ps.q)) / (2 * h)
slope_noq = (log_ps(E1 + h, ps.B, 0) - log_ps(E1 - h, ps.B, 0)) / (2 * h)
slope_gap = 2 * ps.q / u_true(rc)**2
assert abs(log_ps(E1, ps.D, ps.q) - log_true(E1)) < 1e-6
assert abs(slope_us - slope_true) < 2e-4
assert abs(slope_noq - slope_true - slope_gap) < 1e-3

# 2s level again, by joining the inner and the decaying outer solution


def wronskian(energy):
    value, slope = ps.inner(energy, ps.D, ps.q)
    out, dout = coulomb(energy, rc, False)
    return value * dout - slope * out


level_2s_joined = brentq(wronskian, -0.2, -0.08, xtol=1e-13)
assert abs(level_2s_joined - levels[1]) < 1e-7

# Contrasts: no augmentation, and the local potential alone
levels_noq = ps.solve(ps.B, 0.0)[0]
levels_loc = ps.solve(0.0, 0.0)[0]
assert abs(levels_noq[0] - E1) < 1e-8

print(f"E_h = {HARTREE_EV:.6f} eV, a_B = {BOHR_PM:.5f} pm")
print(f"core radius rc = {rc} a_B, smoothing length a = {a} a_B")
print(f"c0 = {ps.c[0]:.6f} a_B^(-3/2)")
print(f"c2 = {ps.c[1]:.6f} a_B^(-7/2)")
print(f"c4 = {ps.c[2]:.6f} a_B^(-11/2)")
print(f"Vloc(0) = {float(v_local(0.0, a)):.6f} E_h")
print(f"erfc(rc/a) = {erfc(rc / a):.3e}")
outside = np.max(np.abs(ps.chi[ps.r > rc + 1e-9]))
print(f"largest |chi| outside / inside rc = "
      f"{outside / np.max(np.abs(ps.chi)):.2e}")
norm_in = quad(lambda r: u_true(r)**2, 0, rc)[0]
print(f"true 1s norm inside rc = {norm_in:.6f}")
print(f"smooth 1s norm inside rc = {norm_in - ps.q:.6f}")
print(f"q = {ps.q:.6f}")
print(f"B = {ps.B:.6f} E_h")
print(f"D = {ps.D:.6f} E_h")
print(f"integral of Vloc*Q = {ps.D - ps.D0:.6f} E_h")
print(f"D0 (descreened) = {ps.D0:.6f} E_h")
print(f"D0 from energy integrals = {D0_direct:.6f} E_h")
print(f"smooth kinetic energy <phi|T|phi> = {kin_phi:.6f} E_h")
print(f"<u|Vloc|u> = {local_u:.6f} E_h")
print(f"1s level, ultrasoft = {levels[0]:.9f} E_h"
      f" = {levels[0] * HARTREE_EV:.6f} eV")
print(f"1s function, largest deviation = {function_error:.1e} a_B^(-1/2)")
print(f"2s level, true = {E2:.9f} E_h = {E2 * HARTREE_EV:.6f} eV")
print(f"2s level, ultrasoft = {levels[1]:.9f} E_h"
      f" = {levels[1] * HARTREE_EV:.6f} eV")
print(f"2s level, joined at rc = {level_2s_joined:.9f} E_h")
print(f"2s error, ultrasoft = {error_2s:.4e} E_h"
      f" = {error_2s * HARTREE_EV * 1e3:.3f} meV")
print(f"2s error, q dropped and D=B = {levels_noq[1] - E2:.4e} E_h"
      f" = {(levels_noq[1] - E2) * HARTREE_EV * 1e3:.3f} meV")
print(f"Vloc alone: 1s = {levels_loc[0]:.6f} E_h,"
      f" 2s = {levels_loc[1]:.6f} E_h")
print(f"L(rc) at 1s energy, true = {log_true(E1):.6f} 1/a_B")
print(f"dL/dE at 1s, true = {slope_true:.5f} 1/(a_B E_h)")
print(f"dL/dE at 1s, ultrasoft = {slope_us:.5f} 1/(a_B E_h)")
print(f"dL/dE at 1s, q dropped = {slope_noq:.5f} 1/(a_B E_h)")
print(f"predicted slope change without q = {slope_gap:.5f} 1/(a_B E_h)")
print(f"L(rc) at true 2s energy, true = {log_true(E2):.5f} 1/a_B")
print(f"L(rc) at true 2s energy, ultrasoft = "
      f"{log_ps(E2, ps.D, ps.q):.5f} 1/a_B")
print("probe potential: lambda * E_h * exp(-(r/a_B)^2)")
print(f"1s response, true = {response_true:.6f} E_h")
print(f"1s response, ultrasoft with D updated = {response:.6f} E_h")
print(f"1s response, ultrasoft with D frozen = {response_frozen:.6f} E_h")
for radius in (1.0, 1.25, 1.5, 1.75):
    trial = Ultrasoft(radius, radius / 4)
    found = trial.solve(trial.D, trial.q)[0]
    assert abs(found[0] - E1) < 1e-8
    print(f"rc = {radius:.2f} a_B, a = rc/4: q = {trial.q:.5f}, 2s error = "
          f"{(found[1] - E2) * HARTREE_EV * 1e3:.3f} meV")
print("verified")
```

Running it gives:

```
E_h = 27.211386 eV, a_B = 52.91772 pm
core radius rc = 1.5 a_B, smoothing length a = 0.375 a_B
c0 = 0.990140 a_B^(-3/2)
c2 = -0.334695 a_B^(-7/2)
c4 = 0.041320 a_B^(-11/2)
Vloc(0) = -3.009011 E_h
erfc(rc/a) = 1.542e-08
largest |chi| outside / inside rc = 1.74e-08
true 1s norm inside rc = 0.576810
smooth 1s norm inside rc = 0.464741
q = 0.112069
B = -0.063816 E_h
D = -0.119851 E_h
integral of Vloc*Q = -0.195801 E_h
D0 (descreened) = 0.075950 E_h
D0 from energy integrals = 0.075950 E_h
smooth kinetic energy <phi|T|phi> = 0.340152 E_h
<u|Vloc|u> = -0.916102 E_h
1s level, ultrasoft = -0.500000000 E_h = -13.605693 eV
1s function, largest deviation = 8.1e-13 a_B^(-1/2)
2s level, true = -0.125000000 E_h = -3.401423 eV
2s level, ultrasoft = -0.123424506 E_h = -3.358552 eV
2s level, joined at rc = -0.123424506 E_h
2s error, ultrasoft = 1.5755e-03 E_h = 42.871 meV
2s error, q dropped and D=B = 4.1629e-03 E_h = 113.278 meV
Vloc alone: 1s = -0.438427 E_h, 2s = -0.117006 E_h
L(rc) at 1s energy, true = -0.333333 1/a_B
dL/dE at 1s, true = -2.57457 1/(a_B E_h)
dL/dE at 1s, ultrasoft = -2.57457 1/(a_B E_h)
dL/dE at 1s, q dropped = -2.07435 1/(a_B E_h)
predicted slope change without q = 0.50021 1/(a_B E_h)
L(rc) at true 2s energy, true = -1.83333 1/a_B
L(rc) at true 2s energy, ultrasoft = -1.64672 1/a_B
probe potential: lambda * E_h * exp(-(r/a_B)^2)
1s response, true = 0.273616 E_h
1s response, ultrasoft with D updated = 0.273616 E_h
1s response, ultrasoft with D frozen = 0.196236 E_h
rc = 1.00 a_B, a = rc/4: q = 0.03164, 2s error = 6.815 meV
rc = 1.25 a_B, a = rc/4: q = 0.06486, 2s error = 19.462 meV
rc = 1.50 a_B, a = rc/4: q = 0.11207, 2s error = 42.871 meV
rc = 1.75 a_B, a = rc/4: q = 0.17194, 2s error = 78.917 meV
verified
```
